# Decay of metal-induced gap states in a two-band model: verification in Python

```python
"""
Result under test: for a semiconductor potential 2 V cos(2 g z), the two-wave
model gives, at energy x from midgap, an amplitude decay constant q with
    A q^2 = sqrt(4 W^2 + 4 W x + V^2) - (x + 2 W),
A = hbar^2/(2m), W = A g^2, g = pi/period, gap = 2V, V < 2W.
q vanishes at x = +V and x = -V. Its maximum is gap/(4 A g), at x = -V^2/(4W).
A metal joined to the semiconductor supplies a continuum of such gap states.
Reduced units in functions: energy in W, wave number in g, p = V/W, mu = q/g.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal, eigvalsh_tridiagonal
from scipy.optimize import minimize_scalar

A = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18       # eV nm^2
lattice = 0.543                                   # nm, rough silicon value
period = lattice / np.sqrt(8)                     # nm, (220) plane spacing
gap = 4.8                                         # eV, rough average gap
g = np.pi / period
W = A * g**2
V = gap / 2
p = V / W
assert V < 2 * W


def mu_formula(x, p):
    return np.sqrt(np.sqrt(4 + 4 * x + p * p) - (x + 2))


def mu_secular(x, p):
    """Complex root of the two-wave determinant, found numerically."""
    e = 1 + x
    poly = np.polymul([1, 0, -e], [1, -4, 4 - e])
    poly[-1] -= p * p
    roots = np.roots(poly)
    good = [r.imag for r in roots if abs(r.real - 1) < 1e-6 and r.imag > 1e-9]
    assert len(good) == 1
    return good[0]


def exact_edges(p):
    """Band edges of the full cosine potential from many plane waves."""
    n = np.arange(-8, 8)
    h = np.diag((1.0 + 2 * n)**2) + p * (np.eye(16, k=1) + np.eye(16, k=-1))
    return np.linalg.eigvalsh(h)[:2]


def mu_exact(energy, p):
    """Decay constant from integration over one period of the full equation."""
    def rhs(t, y):
        f = 2 * p * np.cos(2 * t) - energy
        return [y[1], f * y[0], y[3], f * y[2]]
    y = solve_ivp(rhs, (0, np.pi), [1, 0, 0, 1], method="DOP853",
                  rtol=1e-11, atol=1e-12).y[:, -1]
    return np.arccosh(max(1.0, -(y[0] + y[3]) / 2)) / np.pi


# Closed form against the determinant, and position of its maximum
for ratio in (0.05, p, 0.8):
    for s in np.linspace(-0.95, 0.95, 9):
        assert abs(mu_formula(s * ratio, ratio) - mu_secular(s * ratio, ratio)) < 1e-7
best = minimize_scalar(lambda x: -mu_secular(x, p), bounds=(-0.9 * p, 0.9 * p),
                       method="bounded", options={"xatol": 1e-8})
assert abs(-best.fun - p / 2) < 1e-7
assert abs(best.x + p * p / 4) < 1e-4


# Masses from band curvature, edge laws and mass form of the maximum
def two_bands(k):
    return np.linalg.eigvalsh([[(1 + k)**2, p], [p, (1 - k)**2]])


step = 1e-3
curvature = (two_bands(step) - two_bands(0)) / step**2
mass_v, mass_c = -1 / curvature[0], 1 / curvature[1]
assert abs(mass_c * (2 / p + 1) - 1) < 1e-3
assert abs(mass_v * (2 / p - 1) - 1) < 1e-3
small = 1e-4 * p
assert abs(mu_secular(p - small, p)**2 / small / mass_c - 1) < 2e-3
assert abs(mu_secular(-p + small, p)**2 / small / mass_v - 1) < 2e-3
mass_r = 1 / (1 / mass_c + 1 / mass_v)
assert abs(np.sqrt(mass_r * p) / (-best.fun) - 1) < 1e-3

# Proportionality to the gap at fixed period, for the full cosine potential
gap_rows = []
for nominal in (1.2, 2.4, 4.8, 9.6):
    r = nominal / 2 / W
    lo, hi = exact_edges(r)
    top = minimize_scalar(lambda e: -mu_exact(e, r), bounds=(lo, hi),
                          method="bounded", options={"xatol": 1e-7})
    assert abs(-top.fun / ((hi - lo) / 4) - 1) < 0.1 * r * r + 1e-6
    if r < 0.24:
        assert abs((top.x - (lo + hi) / 2) / (-r * r / 4) - 1) < 0.1
    gap_rows.append((nominal, (hi - lo) * W, nominal / (4 * A * g), -top.fun * g))

# Metal-semiconductor junction on a grid: free electrons for z < 0
points = 60
h = np.pi / points
lo, hi = exact_edges(p)
middle, half = (lo + hi) / 2, (hi - lo) / 2
window = (middle - 0.98 * half, middle + 0.98 * half)


def junction(metal_cells, semi_cells=40):
    n = (metal_cells + semi_cells) * points - 1
    z = -metal_cells * np.pi + h * np.arange(1, n + 1)
    u = np.where(z > h / 2, 2 * p * np.cos(2 * z), 0.0)
    u[np.abs(z) < h / 2] = p
    return 2 / h**2 + u, -np.ones(n - 1) / h**2


metal = 80
d, e = junction(metal)
levels, states = eigh_tridiagonal(d, e, select="v", select_range=window)
count_1 = len(levels)
d, e = junction(2 * metal)
count_2 = len(eigvalsh_tridiagonal(d, e, select="v", select_range=window))
d, e = junction(0)
bare = eigvalsh_tridiagonal(d, e)
count_0 = int(np.sum((bare > window[0]) & (bare < window[1])))
expected_growth = metal * (np.sqrt(window[1]) - np.sqrt(window[0]))
assert count_0 == 0
assert abs(count_2 - count_1 - expected_growth) <= 2
decay_errors, phase_errors = [], []
for level, state in zip(levels, states.T):
    x = level - middle
    if abs(x) > 0.8 * half:
        continue
    density = [np.sum(state[(metal + j) * points - 1:
                            (metal + j + 1) * points - 1]**2) for j in (3, 13)]
    measured = np.log(density[0] / density[1]) / (20 * np.pi)
    mu = mu_formula(x, p)
    decay_errors.append(abs(measured / mu - 1))
    phi = 0.5 * np.arctan2(2 * mu, x + mu**2)
    k_metal = np.sqrt(level)
    delta = np.arctan((mu + np.tan(phi)) / k_metal)
    turns = (k_metal * metal * np.pi - delta) / np.pi - 0.5
    phase_errors.append(abs(turns - round(turns)) * np.pi)
assert len(decay_errors) > 8
assert max(decay_errors) < 0.02
assert max(phase_errors) < 0.2

# Silicon by a local empirical pseudopotential; wave vectors in 2 pi/lattice
rydberg = sc.value("Rydberg constant times hc in eV")
form = {3: -0.21, 8: 0.04, 11: 0.08}              # Ry, model parameters
r = range(-4, 5)
G = np.array([(a, b, c) for a in r for b in r for c in r
              if a % 2 == b % 2 == c % 2 and a * a + b * b + c * c <= 24])
diff = G[:, None, :] - G[None, :, :]
norm = np.sum(diff**2, axis=2)
potential = np.zeros(norm.shape)
for key, value in form.items():
    potential[norm == key] = value * rydberg
potential *= np.cos(np.pi / 4 * diff.sum(axis=2))
unit = 2 * np.pi / lattice
kinetic = A * unit**2


def silicon(k):
    return np.diag(kinetic * np.sum((G + np.array(k))**2, axis=1)) + potential


valence = np.linalg.eigvalsh(silicon((0, 0, 0)))[3]
conduction = min(np.linalg.eigvalsh(silicon((0, 0, k)))[4]
                 for k in np.linspace(0, 1, 41))
si_gap = conduction - valence
assert 0.4 < si_gap < 1.4
mean_bands = np.linalg.eigvalsh(silicon((0.6223, 0.2953, 0)))
mean_gap = mean_bands[4] - mean_bands[3]
si_mid = (valence + conduction) / 2


def slowest_decay(kx, ky):
    """Smallest imaginary normal wave number at the middle of the gap."""
    n = len(G)
    c = silicon((kx, ky, 0)) - si_mid * np.eye(n)
    companion = np.block([[np.zeros((n, n)), np.eye(n)],
                          [-c / kinetic, -2 * np.diag(G[:, 2])]])
    roots = np.linalg.eigvals(companion)
    roots = roots[(np.abs(roots.real) <= 1.02) & (roots.imag > 1e-5)]
    root = roots[np.argmin(roots.imag)]
    back = np.linalg.eigvals(silicon((kx, ky, root)))
    assert np.min(np.abs(back - si_mid)) < 1e-4
    return root.imag * unit


parallel = [(0, 0), (.25, 0), (.5, 0), (.75, 0), (1, 0),
            (.25, .25), (.5, .25), (.75, .25), (.5, .5)]
si_q = np.array([slowest_decay(*k) for k in parallel])

# Printed results
q_max = gap / (4 * A * g)
length = 1 / (2 * q_max)
print(f"hbar^2/(2m) = {A:.5f} eV nm^2")
print(f"silicon cubic lattice constant (rough) = {lattice:.3f} nm")
print(f"model period = {period:.4f} nm; g = {g:.3f} 1/nm")
print(f"W = {W:.3f} eV; gap (rough) = {gap:.2f} eV; V = {V:.2f} eV")
print(f"V/W = {p:.4f}")
print(f"maximum q = {q_max:.3f} 1/nm")
print(f"shortest density decay length 1/(2q) = {length:.3f} nm")
print(f"maximum lies below midgap by {V * V / (4 * W):.3f} eV")
print(f"masses: conduction {mass_c:.4f} m, valence {mass_v:.4f} m")
print(f"reduced mass = {mass_r:.4f} m")
print("x (eV) | two-wave q (1/nm) | full-cosine q (1/nm) | 1/(2q) (nm)")
for s in (-0.9, -0.5, 0.0, 0.5, 0.9):
    q = mu_formula(s * p, p) * g
    qe = mu_exact(middle + s * p, p) * g
    print(f"{s * V:6.2f} | {q:.3f} | {qe:.3f} | {1 / (2 * q):.3f}")
print("2V (eV) | full gap (eV) | two-wave q_max | full-cosine q_max (1/nm)")
for row in gap_rows:
    print(f"{row[0]:.1f} | {row[1]:.4f} | {row[2]:.4f} | {row[3]:.4f}")
print(f"junction: metal lengths {metal * period:.2f} and "
      f"{2 * metal * period:.2f} nm")
print("junction: semiconductor length", f"{40 * period:.2f} nm")
print(f"gap states (inner 98% of gap): no metal {count_0}, "
      f"short {count_1}, long {count_2}")
print(f"growth expected from metal wave numbers = {expected_growth:.2f} states")
print(f"junction states compared (inner 80% of gap) = {len(decay_errors)}")
print(f"largest relative error of q in junction = {100 * max(decay_errors):.2f} %")
print(f"largest matching-phase error = {max(phase_errors):.3f} rad")
print(f"pseudopotential silicon: plane waves = {len(G)}")
print(f"pseudopotential silicon: indirect gap = {si_gap:.2f} eV")
print(f"pseudopotential silicon: direct gap at mean-value point = {mean_gap:.2f} eV")
print("slowest q at middle of indirect gap, normal to (001):")
for k, q in zip(parallel, si_q):
    print(f"  k_parallel = ({k[0]:.2f}, {k[1]:.2f}) 2pi/a: q = {q:.2f} 1/nm")
print(f"longest sampled silicon density decay length = {1 / (2 * si_q.min()):.2f} nm")
field = 0.3                                       # MV/cm, chosen
print(f"field {field:.1f} MV/cm: drop over model decay length = "
      f"{field * 0.1 * length * 1000:.1f} meV")
narrowing = 0.1                                   # eV, rough thermal change
print(f"gap narrowing {narrowing:.1f} eV: q_max falls by "
      f"{100 * narrowing / gap:.1f} %")
print("all assertions hold")
```

Output:

```
hbar^2/(2m) = 0.03810 eV nm^2
silicon cubic lattice constant (rough) = 0.543 nm
model period = 0.1920 nm; g = 16.364 1/nm
W = 10.203 eV; gap (rough) = 4.80 eV; V = 2.40 eV
V/W = 0.2352
maximum q = 1.925 1/nm
shortest density decay length 1/(2q) = 0.260 nm
maximum lies below midgap by 0.141 eV
masses: conduction 0.1052 m, valence 0.1333 m
reduced mass = 0.0588 m
x (eV) | two-wave q (1/nm) | full-cosine q (1/nm) | 1/(2q) (nm)
 -2.16 | 0.887 | 0.881 | 0.564
 -1.20 | 1.716 | 1.710 | 0.291
  0.00 | 1.921 | 1.917 | 0.260
  1.20 | 1.618 | 1.614 | 0.309
  2.16 | 0.798 | 0.793 | 0.627
2V (eV) | full gap (eV) | two-wave q_max | full-cosine q_max (1/nm)
1.2 | 1.1999 | 0.4812 | 0.4811
2.4 | 2.3995 | 0.9624 | 0.9617
4.8 | 4.7959 | 1.9247 | 1.9198
9.6 | 9.5669 | 3.8494 | 3.8112
junction: metal lengths 15.36 and 30.72 nm
junction: semiconductor length 7.68 nm
gap states (inner 98% of gap): no metal 0, short 19, long 38
growth expected from metal wave numbers = 18.62 states
junction states compared (inner 80% of gap) = 16
largest relative error of q in junction = 0.50 %
largest matching-phase error = 0.052 rad
pseudopotential silicon: plane waves = 137
pseudopotential silicon: indirect gap = 0.82 eV
pseudopotential silicon: direct gap at mean-value point = 5.18 eV
slowest q at middle of indirect gap, normal to (001):
  k_parallel = (0.00, 0.00) 2pi/a: q = 1.23 1/nm
  k_parallel = (0.25, 0.00) 2pi/a: q = 1.89 1/nm
  k_parallel = (0.50, 0.00) 2pi/a: q = 1.93 1/nm
  k_parallel = (0.75, 0.00) 2pi/a: q = 1.41 1/nm
  k_parallel = (1.00, 0.00) 2pi/a: q = 1.60 1/nm
  k_parallel = (0.25, 0.25) 2pi/a: q = 1.84 1/nm
  k_parallel = (0.50, 0.25) 2pi/a: q = 2.89 1/nm
  k_parallel = (0.75, 0.25) 2pi/a: q = 2.55 1/nm
  k_parallel = (0.50, 0.50) 2pi/a: q = 1.80 1/nm
longest sampled silicon density decay length = 0.41 nm
field 0.3 MV/cm: drop over model decay length = 7.8 meV
gap narrowing 0.1 eV: q_max falls by 2.1 %
all assertions hold
```
